Why Bare Coulomb Scattering Ties Nuclear Stopping to the Free Path

A phosphorus ion of 50 keV crosses silicon in a simulation that lets it collide with one atom after each free path. With a path of 0.2714 nm and the bare Coulomb repulsion between the nuclei, the mean energy passed to the atoms is 2016.5 eV per nanometre. With a path of 0.02714 nm it is 2745.5 eV/nm, and with 0.002714 nm it is 3475.0 eV/nm. Ion, energy and atomic density are the same in all three cases. Each tenfold shortening of the step adds nearly the same amount, about 729 eV/nm. If the repulsion is screened by the atomic electrons, the three results agree at 394 eV/nm.

A free path is a device of the calculation, so a material property should not depend on it. To see how it enters, we need the rule that connects the path to the impact parameter.

**How the free path sets the largest impact parameter**

Let the solid be random, with N atoms per unit volume. The impact parameter p is the distance at which the ion would pass the atom if it were not deflected. After each path L the simulation picks one atom, with p spread uniformly over the area of a disc of radius P. The cylinder of length L and radius P must then contain one atom on average, or the density would be wrong:

π P² L N = 1, so P = 1/√(π N L).

A shorter path therefore means a wider disc. Since the area inside p is a fraction p²/P² of the disc, a random number R, uniform between 0 and 1, gives p = P √R.

Let T(p) be the energy given to the atom. The probability of a ring of width dp is 2πp dp/(πP²), and there is one collision per length L. The mean loss per length is

⟨T⟩/L = [1/(πP²L)] ∫₀^P T(p) 2πp dp = N S(P),

S(P) = ∫₀^P T(p) 2πp dp.

The rule πP²LN = 1 has turned the factor in front into N. The quantity S is the stopping cross-section, and L survives only in its upper limit. If the simulation instead counted all atoms in a cylinder of fixed radius R₀, their mean number per path would be NπR₀²L, and division by L would remove the path altogether. The step length matters because it decides which distant atoms are counted.

Here the ion energy E is held fixed while the stopping is evaluated, and collisions are classical, elastic and between two bodies, with the atom at rest.

**The energy transfer in a Coulomb collision**

Let the ion have mass M1 and speed v, and the atom mass M2. The centre of mass moves at

V = M1 v/(M1 + M2).

Seen from it, the atom approaches with velocity −V along the beam and leaves with the same speed, because the collision is elastic, but turned through the scattering angle θ. Back in the laboratory, its velocity components are V(1 − cos θ) along the beam and V sin θ across it, up to a sign. The sum of their squares is 2V²(1 − cos θ) = 4V² sin²(θ/2). Hence

T = (M2/2) 4V² sin²(θ/2) = Tmax sin²(θ/2),

Tmax = 2 M2 V² = 4 M1 M2 E/(M1 + M2)²,

where E = M1v²/2 was used in the last step.

For the angle, write the repulsive potential energy as C/r, with C = Z1 Z2 e²/(4πε₀). The relative motion is that of one particle with reduced mass μ = M1M2/(M1 + M2) and kinetic energy

Ec = μv²/2 = E M2/(M1 + M2).

The orbit is symmetric about the line through the point of closest approach. Measure the polar angle ψ from that line. During the collision ψ sweeps from −(π − θ)/2 to (π − θ)/2. The relative momentum keeps its magnitude μv and turns by θ, so it changes by 2μv sin(θ/2), directed along the symmetry line. This change is the time integral of the force component along that line:

2μv sin(θ/2) = ∫ (C/r²) cos ψ dt.

Angular momentum is conserved, μr² dψ/dt = μvp, which gives dt/r² = dψ/(vp). Then

2μv sin(θ/2) = [C/(vp)] ∫ cos ψ dψ = [2C/(vp)] cos(θ/2),

since the integral equals 2 sin((π − θ)/2) = 2 cos(θ/2). Dividing by 2μv cos(θ/2),

tan(θ/2) = C/(μv²p) = b/(2p), with b = C/Ec.

The length b is the closest approach in a head-on collision, where all of Ec has become potential energy. From sin²(θ/2) = 1/(1 + cot²(θ/2)) follows

T(p) = Tmax/(1 + 4p²/b²).

In the example C = 302.4 eV nm. The masses are 30.974 and 28.085 atomic mass units, so Ec = 50 keV × 28.085/59.059 = 23.8 keV. This gives b = 0.0127 nm and Tmax = 49.9 keV. At p = 0.01 nm the formula yields 14362 eV. A numerical integration of Newton's equations for both bodies, started 100 nm apart, gives 14361 eV.

**The logarithm**

In S(P) substitute u = 1 + 4p²/b². Then du = 8p dp/b², so 2πp dp = (πb²/4) du, and

S(P) = Tmax (πb²/4) ∫ du/u = K ln(1 + 4P²/b²),

K = π Tmax b²/4.

The limits of u were 1 and 1 + 4P²/b². Inserting P² = 1/(πNL) gives the loss per length as a function of the free path:

N S = N K ln[1 + 4/(π N L b²)].

Written out, the prefactor is

K = (π/4) × [4M1M2E/(M1 + M2)²] × [C²(M1 + M2)²/(E²M2²)] = π C² M1/(M2 E).

With a round density of N = 50 atoms/nm³, the example has K = 6.34 eV nm² and NK = 316.8 eV/nm. As reference path take L0 = N^(−1/3) = 0.2714 nm, for which P = 0.1531 nm. Then 4P²/b² is about 580, ln(1 + 4P²/b²) is 6.365, and the product with 316.8 eV/nm reproduces the 2016.5 eV/nm of the opening.

When P is much larger than b, the 1 inside the logarithm can be dropped:

N S ≈ 2 N K ln(2P/b) = N K ln[4/(π N b²)] − N K ln L.

A tenfold wider disc adds 2NK ln 10. A tenfold shorter path widens the disc by only √10, so it adds NK ln 10 = 729.5 eV/nm. This is the step between the opening numbers, and it has no end: as L goes to zero, the stopping of the bare model grows without limit.

For long paths the pure logarithm fails. Differentiating the full result, with x = 4P²/b², gives

d(NS)/d(ln L) = −N K x/(1 + x),

because x is proportional to 1/L. The slope weakens once x is no longer large. Between 10 L0 and 100 L0 the loss falls from 1291.9 to 607.3 eV/nm, a drop of 685 instead of 729.5 eV/nm. In the limit P ≪ b, ln(1 + x) ≈ x and

N S ≈ N K × 4P²/b² = N π P² Tmax = Tmax/L.

Every collision is then nearly head-on and passes on nearly the largest possible energy. A tenfold longer path now divides the loss by ten, while the drop in eV/nm per decade of L shrinks towards zero, as the slope formula says.

**Why distant atoms never stop counting**

The logarithm can be traced to the far collisions. For p ≫ b the ion is hardly deflected, and we may follow a straight line z = vt past an atom that has not yet moved. The force across the path is Cp/(p² + z²)^(3/2). Its time integral is the momentum given to the atom:

I = (C p/v) ∫ dz/(p² + z²)^(3/2) = 2C/(p v),

where the integral over all z equals 2/p². The force at closest approach falls as 1/p², but it acts for a time of order p/v, so the impulse falls only as 1/p. The transferred energy is

T ≈ I²/(2M2) = 2C²/(M2 v² p²) = K/(πp²).

The last form uses v² = 2E/M1 and the expression for K found above. It also agrees with the large-p limit of the complete formula. Multiplying by the ring area gives

T 2πp dp ≈ 2K dp/p.

A distant atom receives little energy, but there are more distant atoms, and one power of p remains in the denominator. Equal ratios of impact parameter thus contribute equally, 2NK ln 10 = 1459 eV/nm per decade. Numerical integration of the scattering problem gives 1457.8 eV/nm for p from 0.1 to 1 nm and 1459.0 eV/nm from 1 to 10 nm. From 0.01 to 0.1 nm it gives less, 1352.7 eV/nm, because p is there comparable with b and T levels off towards Tmax.

This levelling-off makes the integral finite at small p. At large p the bare potential contains no length at which the contributions could end. The simulation supplies one, P, and P depends on L. That is the origin of the dependence on the free path.

The same model misrepresents individual collisions. T decreases with p, so the smallest transfer occurs at the edge of the disc. For L = L0 it is 85.9 eV. Moving a silicon atom off its site takes roughly 15 eV, so in the bare simulation with this path every collision would count as a displacement.

**What screening changes**

A neutral atom has as much negative charge in its electrons as positive charge in its nucleus. If the electron cloud is spherical, Gauss's law gives no field outside it. An ion passing well outside therefore feels almost no force, even if the ion itself carries charge. Polarization of the atom is neglected here.

A convenient description of screening is

V(r) = (C/r) Σ cᵢ exp(−κᵢ r), with Σ cᵢ = 1.

The straight-line impulse can again be calculated. The force across the path is −∂V/∂p at r = √(p² + z²), so

I = −(1/v) (d/dp) ∫ V dz.

Put z = p sinh t. Then r = p cosh t and dz/r = dt, and each term of ∫V dz becomes C cᵢ ∫ exp(−κᵢ p cosh t) dt over all t. Its derivative with respect to p brings down −κᵢ cosh t. Since the integrand is even in t,

I = (2C/v) Σ cᵢ κᵢ K₁(κᵢ p),

K₁(x) = ∫₀^∞ exp(−x cosh t) cosh t dt.

K₁ is a modified Bessel function, not to be confused with the prefactor K. Two limits show what it does. For small x the integral is dominated by large t, where cosh t ≈ eᵗ/2. The substitution w = x eᵗ/2 then gives K₁ ≈ 1/x, so that κK₁(κp) becomes 1/p and the Coulomb impulse returns. For large x only small t contributes, where cosh t ≈ 1 + t²/2, and the remaining Gaussian integral gives

K₁(x) ≈ √(π/(2x)) e^(−x).

Far outside the atom, the term with the smallest κ dominates. The energy transfer, proportional to I², then falls as exp(−2κp)/p. Multiplied by 2πp dp this has a finite integral to infinity. The stopping acquires a limit set by the atom, and widening the disc beyond it changes almost nothing.

The numbers use the Ziegler–Biersack–Littmark (ZBL) universal potential. It describes the repulsion between two neutral atoms, so the electrons carried by the ion contribute to the screening as well as those of the target. Its four coefficients cᵢ are 0.1818, 0.5099, 0.2802 and 0.02817, which add up to 1 within 0.01 %. The corresponding κᵢ are 3.2, 0.9423, 0.4029 and 0.2016 divided by the screening length

a = 0.8854 a₀/(Z1^0.23 + Z2^0.23) = 0.0127 nm,

with a₀ the Bohr radius. At the edge of the disc for L = L0, about twelve screening lengths out, the Bessel formula, in which more than one term still matters, gives a transfer of 0.01214 eV and the full scattering integral 0.01212 eV. The bare value there was 85.9 eV. The decade from 0.1 to 1 nm, worth 1458 eV/nm without screening, now contributes 0.19 eV/nm.

**The plateau and its end**

Screening does not make every free path acceptable. These losses are for 50 keV, in eV/nm:

L/L0 = 0.1: bare 2745.5, screened 393.9
L/L0 = 1: bare 2016.5, screened 393.9
L/L0 = 10: bare 1291.9, screened 389.1
L/L0 = 100: bare 607.3, screened 307.9

At 10 L0 the disc radius is 0.0484 nm, or 3.8 screening lengths, and the screened result is 1.2 % below its plateau. At 100 L0 the radius is only 1.2 screening lengths, and 22 % of the stopping has been cut off. At 50 keV the condition for a plateau is that P exceed several screening lengths: about four of them contain 99 % of the stopping.

Random sampling shows the same behaviour. Four million collisions at L0 give 2011.8 ± 3.7 eV/nm for the bare potential and 391.4 ± 2.3 eV/nm for the screened one, where the uncertainties are one standard error. At 0.1 L0 the screened result is 387.6 ± 7.0 eV/nm. Its larger error has a simple cause: with the number of collisions fixed, the number that fall inside a given small p is proportional to p²/P², hence to L. A very short path spends most of its collisions on atoms that receive almost nothing.

The condition on P becomes stricter as the ion slows. In the impulse regime, T at fixed p is proportional to 1/v², hence to 1/E, while the total screened stopping changes much less, from 394 eV/nm at 50 keV to 435 eV/nm at 10 keV. The share of the far collisions therefore rises. The radius that holds 99 % of the stopping grows to about 6 screening lengths at 10 keV and 10 at 1 keV, where a path of 10 L0 misses 31 % of the stopping instead of 1.2 %. A free path that is safe at the start of a track should be checked again at lower energy, by shortening it and seeing whether the stopping stays the same.

**Why a tuned cutoff does not repair the bare model**

One could keep the bare potential and choose P so that the mean loss is right. At 50 keV this requires

ln(1 + 4P²/b²) = 393.9/316.8 = 1.243,

so 4P²/b² = 2.47 and P = 0.0100 nm. The matching free path is 63.8 nm.

With this P held fixed, the bare model gives 0.34 times the screened stopping at 10 keV and 1.17 times at 200 keV. The main reason is that the disc leaves out a share of the screened stopping that depends on energy: collisions beyond this P carry 73 % of it at 10 keV, 39 % at 50 keV and 19 % at 200 keV. In the bare formula, both b and K vary as 1/E. At 10 keV, b is five times larger, 0.0636 nm, and NK is 1584 eV/nm. The logarithm is then only ln(1 + 0.099) = 0.094, and the loss is 149 eV/nm instead of 435 eV/nm. Matching the screened values would need P = 0.018 nm at 10 keV and 0.0075 nm at 200 keV.

Even at 50 keV only the mean would be right. The smallest transfer inside the tuned disc is about 14.4 keV, so all gentle collisions are missing. The mean loss in one path would be 393.9 eV/nm × 63.8 nm = 25 keV, half the ion's energy, so a stopping value calculated at fixed E could not be carried over from one collision to the next.

**Beside a real implant**

Phosphorus implanted into silicon serves as a dopant, and 50 atoms/nm³ is close to the density of the crystal. The screened value of 394 eV/nm is a result of the ZBL model, not a measurement; another common choice, the Kr–C screening function with the Firsov length, gives 411 eV/nm, about 4 % more. The published ZBL fit formula for nuclear stopping gives 397 eV/nm.

The largest omission from the energy budget is the loss to electrons. The Lindhard–Scharff estimate, proportional to the ion speed, puts it at 196 eV/nm, about half the screened nuclear loss. Crystal order can matter even more for some ions. One steered along an open channel, never closer than 0.1 nm to any atom, would keep only a fraction of a percent of the screened nuclear stopping. The random-medium integral with the nearer collisions removed gives 0.05 %, but in a crystal the value depends on the ion's path between the rows of atoms. How many ions do so depends on beam direction and surface, which this model does not describe.

The other effects estimated here are smaller at 50 keV. Collisions beyond half the neighbour distance of 0.235 nm, where two atoms may act at once, carry about 0.02 % of the screened stopping. Over one path L0 the ion loses 0.2 % of its energy on average. Most collisions take far less and a rare close one takes much more, so a simulation of a whole track has to follow E as it falls; a single path of 100 L0, with its narrow disc and reduced stopping of 307.9 eV/nm, would cost about 17 %. The reduced de Broglie wavelength is 7.7 × 10⁻⁶ nm, far below both a and b, which supports classical orbits for the collisions that carry the loss. In the ZBL model the cutoff comes from the electrons of both the ion and the target atom. While collisions can be treated one atom at a time, the free path may be chosen for convenience, provided its disc reaches well beyond the range of this screened repulsion at the current energy. Near the end of the track that treatment itself becomes doubtful: at 100 eV, about 13 % of the screened stopping comes from beyond half the neighbour distance. The remaining values are in the numerical output below.

Computed values

```
P -> Si, E = 50 keV, N = 50 /nm^3
masses 30.974 and 28.085 u
Z1*Z2*k = 302.39 eV nm
closest head-on approach b = 0.01272 nm
ZBL screening length a = 0.01267 nm
Tmax = 49.88 keV, K = 6.336 eV nm^2
N*K = 316.8 eV/nm, N*K*ln10 = 729.5 eV/nm
transfer at p: Newton bare, formula, Newton ZBL, integral (eV)
  0.01 nm: 14360.8 14362.1 5568.42 5568.42
  0.05 nm: 793.8 793.9 19.84 19.84
L0 = N^(-1/3) = 0.2714 nm
L/L0, L nm, P nm, bare eV/nm, ZBL eV/nm
  0.01  0.0027  1.5314  3475.0  393.9
  0.1  0.0271  0.4843  2745.5  393.9
  1  0.2714  0.1531  2016.5  393.9
  10  2.7144  0.0484  1291.9  389.1
  100  27.1442  0.0153  607.3  307.9
bare rise, 0.1 L0 to 0.01 L0: 729.5 eV/nm
bare/ZBL at L0: 5.12
Monte Carlo, 4000000 collisions: L/L0, loss +- error (eV/nm)
  0.1  bare 2743.7 +- 11.8, ZBL 387.6 +- 7.0
  1  bare 2011.8 +- 3.7, ZBL 391.4 +- 2.3
  10  bare 1293.5 +- 1.0, ZBL 389.8 +- 0.7
  100  bare 607.1 +- 0.2, ZBL 307.7 +- 0.2
loss per decade of p (eV/nm); 2*N*K*ln10 = 1459.0
  0.01-0.1 nm: bare 1352.7, ZBL 154
  0.1-1 nm: bare 1457.8, ZBL 0.188
  1-10 nm: bare 1459.0
transfer at disc edge, L = L0:
  bare 85.9 eV, bare impulse 86.0 eV
  ZBL 0.01212 eV, ZBL impulse 0.01214 eV
  rough displacement energy 15 eV
full ZBL stopping 393.9 eV/nm, ZBL fit 397.0 eV/nm
bare cutoff tuned at 50 keV: P = 0.00999 nm, L = 63.8 nm
  10 keV: ZBL 435.4 eV/nm, tuned bare/ZBL 0.342
  50 keV: ZBL 393.9 eV/nm, tuned bare/ZBL 1.000
  200 keV: ZBL 250.1 eV/nm, tuned bare/ZBL 1.172
neglected effects:
  ion speed 0.255 Bohr velocities
  electronic stopping 196 eV/nm
  energy lost in one L0: bare 1.09 %, ZBL 0.21 %
  ZBL share from p > 0.1 nm: 0.048 %
  neighbour distance 0.2351 nm
  ZBL share beyond half of it: 0.018 %
  reduced de Broglie wavelength 7.73e-06 nm
```
